# A momentum-transfer cross section from the mobility of Ar+ in argon: verification in Python

```python
# Result under test: the low-field reduced mobility K0 of Ar+ in Ar gives
#   Omega = 3 q/(16 N0 K0) * sqrt(2 pi/(mu k T)),
# where Omega = (1/2) int x^2 exp(-x) Qm(x k T) dx is the thermal average of
# the momentum-transfer cross section Qm, mu is the reduced mass, q the ion
# charge, T the gas temperature and N0 the standard gas density.
# SI units are used internally unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma, ellipk

q, kB = const.e, const.k
T = 300.0
kT = kB * T
mass = 39.948 * const.atomic_mass
mu = mass / 2
K0 = 1.53e-4
N0 = const.atm / (kB * 273.15)
Td = 1e-21


def mobility_times_density(omega, temperature=T):
    return 3 * q / 16 * np.sqrt(2 * np.pi / (mu * kB * temperature)) / omega


def thermal_average(cross_section):
    # cross_section is a function of x = energy/(k T)
    return 0.5 * quad(lambda x: x**2 * np.exp(-x) * cross_section(x),
                      0, 60, limit=200)[0]


root_factor = np.sqrt(2 * np.pi / (mu * kT))
omega = 3 * q * root_factor / (16 * N0 * K0)
Qct = omega / 2
assert abs(omega * 1e4 / 1.6e-14 - 1) < 0.05

# Momentum balance by direct quadrature over a shifted Maxwellian,
# with a cross section that falls slowly with energy.
def sloping(x):
    return omega * (1 - 0.05 * np.log(x))**2


nodes, weights = np.polynomial.legendre.leggauss(200)
g = 3.5 * (nodes + 1)
wg = 3.5 * weights
cosines, wc = np.polynomial.legendre.leggauss(30)
shift = 0.01
G, C = np.meshgrid(g, cosines, indexing="ij")
shifted = np.pi**-1.5 * np.exp(-(G**2 + shift**2 - 2 * G * shift * C))
integrand = 2 * np.pi * G**4 * C * shifted * sloping(G**2)
friction_per_density = 2 * kT * (wg @ integrand @ wc)
direct_KN = q * shift * np.sqrt(2 * kT / mu) / friction_per_density
average_sloping = thermal_average(sloping)
formula_KN = mobility_times_density(average_sloping)
assert abs(direct_KN / formula_KN - 1) < 1e-3

# Representative energy for a slowly varying cross section.
x_star = np.exp(digamma(3))
assert abs(average_sloping / sloping(x_star) - 1) < 2e-3

# Linearised Boltzmann equation for constant charge-transfer cross section.
# Speeds are in units of sqrt(2 k T/mass).
def boltzmann_KN(points):
    z, w = np.polynomial.legendre.leggauss(points)
    u = 3.5 * (z + 1)
    measure = 3.5 * w * 4 / np.sqrt(np.pi) * u**2 * np.exp(-u**2)
    low = np.minimum(u[:, None], u[None, :])
    high = np.maximum(u[:, None], u[None, :])
    loss = (high + low**2 / (3 * high)) @ measure
    kernel = low**3 / (5 * high**2) - low
    matrix = np.diag(loss) - kernel * measure[None, :] / 3
    response = np.linalg.solve(matrix, u)
    drift_factor = 2 / 3 * np.sum(measure * u * response)
    return q * np.sqrt(2 * kT / mass) / (2 * kT * Qct) * drift_factor


full_KN = boltzmann_KN(320)
assert abs(full_KN / boltzmann_KN(160) - 1) < 1e-3
correction = full_KN / (K0 * N0)
assert 1.0 < correction < 1.1

# Particle simulation with random trial collisions. Velocities just before
# the trials sample the time average, because trials occur at a constant rate.
rng = np.random.default_rng(7)


def simulate(field_td, steps, isotropic=False, ions=40000, discard=80):
    cross = omega if isotropic else Qct
    acceleration = q * field_td * Td / (2 * kT * cross)
    g_max = np.sqrt(36 + 32 * acceleration)
    v = rng.normal(0, np.sqrt(0.5), (3, ions))
    total = np.zeros(ions)
    for step in range(steps + discard):
        v[2] += acceleration * rng.exponential(1 / g_max, ions)
        if step >= discard:
            total += v[2]
        gas = rng.normal(0, np.sqrt(0.5), (3, ions))
        relative = v - gas
        speed = np.sqrt(np.sum(relative**2, axis=0))
        hit = rng.random(ions) * g_max < speed
        if isotropic:
            direction = rng.normal(size=(3, ions))
            direction /= np.sqrt(np.sum(direction**2, axis=0))
            after = 0.5 * (v + gas + speed * direction)
        else:
            after = gas
        v = np.where(hit, after, v)
    means = total / steps
    unit = np.sqrt(2 * kT / mass)
    drift = means.mean() * unit
    error = means.std() / np.sqrt(ions) * unit
    scale = field_td * Td * N0
    return drift / scale, error / scale, drift


K10, err10, drift10 = simulate(10, 1200)
Kiso, erriso, _ = simulate(10, 800, isotropic=True)
K100, err100, drift100 = simulate(100, 250)
K1000, err1000, drift1000 = simulate(1000, 250)
# Allowances cover sampling noise and the small nonlinearity at 10 Td.
assert abs(K10 * N0 / full_KN - 1) < 0.015
# The isotropic law also has its own higher-order correction.
assert abs(Kiso / K0 - 1) < 0.04
assert K1000 < K100 < K10
cold_drift = np.sqrt(2 * q * 1000 * Td / (np.pi * mass * Qct))
# Remaining thermal motion of the gas lowers the drift by some percent.
assert abs(drift1000 / cold_drift - 1) < 0.10

# Polarization attraction; lengths in angstrom, energies in eV.
alpha = 1.6
coulomb = q / (4 * np.pi * const.epsilon_0) * 1e10
energy = kT / q


def barrier(b):
    best = minimize_scalar(
        lambda r: alpha * coulomb / (2 * r**4) - energy * b**2 / r**2,
        bounds=(1, 30), method="bounded", options={"xatol": 1e-9})
    return -best.fun


capture = np.pi * np.sqrt(2 * alpha * coulomb / energy)
b_numeric = brentq(lambda b: barrier(b) - energy, 3, 15)
assert abs(np.pi * b_numeric**2 / capture - 1) < 1e-5


def turning_squares(beta):
    root = np.sqrt(1 - beta**-4)
    inner = 2 / (1 + root)
    return inner, 4 * beta**4 / inner


def deflection(beta):
    # beta = impact parameter divided by capture radius, beta > 1
    a, b = turning_squares(beta)
    return np.pi - 2 * np.sqrt(a) * ellipk(a / b)


beta_test = 1.2
u0 = np.sqrt(turning_squares(beta_test)[0])


def radial(s):
    u = u0 * (1 - s**2)
    return 2 * u0 * s / np.sqrt(1 - u**2 + u**4 / (4 * beta_test**4))


direct_angle = np.pi - 2 * quad(radial, 0, 1)[0]
assert abs(direct_angle - deflection(beta_test)) < 1e-5
grazing = sum(quad(lambda b: 2 * b * (1 - np.cos(deflection(b))),
                   lo, hi, limit=300)[0]
              for lo, hi in [(1 + 1e-10, 1.01), (1.01, 1.5), (1.5, 20)])
capture_average = thermal_average(lambda x: capture * x**-0.5) * 1e-16
polarization = capture_average * (1 + grazing)
assert polarization < omega * 1e4
K_pol = mobility_times_density(polarization * 1e-4) / N0

# Processing gas at 10 mTorr.
pressure = 0.010 * const.torr
N = pressure / kT
length = 1 / (N * Qct)
omega_wrong = omega * N0 / (const.atm / kT)
omega_low = mobility_times_density(K0 + 1e-6) / N0
omega_high = mobility_times_density(K0 - 1e-6) / N0
K400 = mobility_times_density(omega, 400) / N0


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Input reduced mobility", K0 * 1e4, "cm^2/(V s)")
show("Gas temperature", T, "K")
show("Ion mass", mass, "kg", 5)
show("Reduced mass", mu, "kg", 5)
show("Thermal energy kT", kT, "J", 5)
show("Thermal energy kT", energy * 1000, "meV")
show("Standard density N0", N0, "m^-3", 5)
show("Factor sqrt(2 pi/(mu kT))", root_factor, "s/(kg m)", 5)
show("Inferred Omega", omega, "m^2")
show("Inferred Omega", omega * 1e4, "cm^2")
show("Equivalent Qct = Omega/2", Qct * 1e4, "cm^2")
show("Omega if 300 K density is misused", omega_wrong * 1e4, "cm^2")
show("Omega for K0 = 1.54 cm^2/(V s)", omega_low * 1e4, "cm^2")
show("Omega for K0 = 1.52 cm^2/(V s)", omega_high * 1e4, "cm^2")
show("Representative energy / kT", x_star, "(ratio)")
show("Representative energy", x_star * energy * 1000, "meV")
show("Sloping Qm: average / value there",
     average_sloping / sloping(x_star), "(ratio)", 5)
show("Friction test: direct / formula mobility",
     direct_KN / formula_KN, "(ratio)", 6)
show("Boltzmann / first-order mobility", correction, "(ratio)", 5)
show("Qm corrected in charge-transfer model",
     omega * correction * 1e4, "cm^2")
show("Simulated K0, charge transfer, 10 Td", K10 * 1e4, "cm^2/(V s)")
show("  its standard error", err10 * 1e4, "cm^2/(V s)", 2)
show("Simulated K0, isotropic, 10 Td", Kiso * 1e4, "cm^2/(V s)")
show("  its standard error", erriso * 1e4, "cm^2/(V s)", 2)
show("Simulated K0, charge transfer, 100 Td", K100 * 1e4, "cm^2/(V s)")
show("  its standard error", err100 * 1e4, "cm^2/(V s)", 2)
show("Simulated K0, charge transfer, 1000 Td", K1000 * 1e4, "cm^2/(V s)")
show("  its standard error", err1000 * 1e4, "cm^2/(V s)", 2)
show("Simulated drift speed, 10 Td", drift10, "m/s")
show("Simulated drift speed, 100 Td", drift100, "m/s")
show("Simulated drift speed, 1000 Td", drift1000, "m/s")
show("Cold-gas drift law, 1000 Td", cold_drift, "m/s")
show("K0 at 400 K for constant Qm", K400 * 1e4, "cm^2/(V s)")
show("Rough input polarizability", alpha, "angstrom^3", 2)
show("Capture cross section at energy kT", capture * 1e-16, "cm^2", 3)
show("Thermal average of capture", capture_average, "cm^2", 3)
show("Grazing addition / capture", grazing, "(ratio)", 3)
show("Polarization-only Omega", polarization, "cm^2", 3)
show("Polarization-only / inferred Omega",
     polarization / (omega * 1e4), "(ratio)", 2)
show("Polarization-only K0", K_pol * 1e4, "cm^2/(V s)", 3)
show("Example pressure", pressure / const.torr * 1000, "mTorr")
show("Example gas density", N * 1e-6, "cm^-3")
show("Example actual mobility", K0 * N0 / N * 1e4, "cm^2/(V s)")
show("Example charge-transfer length", length * 100, "cm", 3)
show("Example field at 10 Td", 10 * Td * N / 100, "V/cm", 3)
print("checks complete")
```

Output:

```
Input reduced mobility: 1.53 cm^2/(V s)
Gas temperature: 300 K
Ion mass: 6.6335e-26 kg
Reduced mass: 3.3168e-26 kg
Thermal energy kT: 4.1419e-21 J
Thermal energy kT: 25.85 meV
Standard density N0: 2.6868e+25 m^-3
Factor sqrt(2 pi/(mu kT)): 2.1386e+23 s/(kg m)
Inferred Omega: 1.563e-18 m^2
Inferred Omega: 1.563e-14 cm^2
Equivalent Qct = Omega/2: 7.814e-15 cm^2
Omega if 300 K density is misused: 1.716e-14 cm^2
Omega for K0 = 1.54 cm^2/(V s): 1.553e-14 cm^2
Omega for K0 = 1.52 cm^2/(V s): 1.573e-14 cm^2
Representative energy / kT: 2.516 (ratio)
Representative energy: 65.05 meV
Sloping Qm: average / value there: 1.0011 (ratio)
Friction test: direct / formula mobility: 0.999984 (ratio)
Boltzmann / first-order mobility: 1.0268 (ratio)
Qm corrected in charge-transfer model: 1.605e-14 cm^2
Simulated K0, charge transfer, 10 Td: 1.556 cm^2/(V s)
  its standard error: 0.0031 cm^2/(V s)
Simulated K0, isotropic, 10 Td: 1.55 cm^2/(V s)
  its standard error: 0.0055 cm^2/(V s)
Simulated K0, charge transfer, 100 Td: 1.19 cm^2/(V s)
  its standard error: 0.00097 cm^2/(V s)
Simulated K0, charge transfer, 1000 Td: 0.498 cm^2/(V s)
  its standard error: 0.00023 cm^2/(V s)
Simulated drift speed, 10 Td: 41.81 m/s
Simulated drift speed, 100 Td: 319.8 m/s
Simulated drift speed, 1000 Td: 1338 m/s
Cold-gas drift law, 1000 Td: 1403 m/s
K0 at 400 K for constant Qm: 1.325 cm^2/(V s)
Rough input polarizability: 1.6 angstrom^3
Capture cross section at energy kT: 1.33e-14 cm^2
Thermal average of capture: 8.82e-15 cm^2
Grazing addition / capture: 0.207 (ratio)
Polarization-only Omega: 1.06e-14 cm^2
Polarization-only / inferred Omega: 0.68 (ratio)
Polarization-only K0: 2.25 cm^2/(V s)
Example pressure: 10 mTorr
Example gas density: 3.219e+14 cm^-3
Example actual mobility: 1.277e+05 cm^2/(V s)
Example charge-transfer length: 0.398 cm
Example field at 10 Td: 0.0322 V/cm
checks complete
```
